# Intervalley couplings of a phosphorus donor in silicon from its 1s levels

## Problem

A phosphorus atom on a lattice site of silicon binds its extra electron in 1s states built from the six conduction valleys, which lie along \(\pm x,\pm y,\pm z\). The 1s states form three levels, at 45.6 meV (A1, one state), 33.9 meV (T2, three states) and 32.6 meV (E, two states) below the conduction edge. Spin is not counted.

(a) Show that symmetry leaves three constants in the Hamiltonian of the six valley states: a diagonal energy \(E_0\), a coupling \(V_g\) between opposite valleys and a coupling \(V_f\) between perpendicular valleys.

(b) Find the levels in terms of these constants, and invert the result.

(c) Evaluate the constants for phosphorus and find how far rounding of the given levels can move them.

(d) Decide whether \(E_0\) is the level that effective-mass theory gives for one valley, and estimate the influence of the next donor state.

(e) An epitaxial layer has a strain difference \(\varepsilon_{zz}-\varepsilon_{xx}=10^{-4}\). Find what happens to the levels. For an unstrained layer, find the share of neutral donors in A1 at 20, 77 and 300 K.

## Solution

### (a) Three constants

Energies are measured from the conduction edge, so bound states have negative energy:

\[
E_{A1}=-45.6,\qquad E_{T2}=-33.9,\qquad E_E=-32.6\ \text{meV}.
\]

The donor is taken as isolated, in an unstrained crystal without applied fields, and spin-orbit coupling is left out. Its surroundings then have full tetrahedral symmetry. With the donor at the origin, the 24 symmetry operations permute the coordinates and change their signs in such a way that the product \(xyz\) is preserved.

Let \(|{+x}\rangle\) be the 1s state of the \(+x\) valley, a Bloch function times a slowly varying envelope. Four operations keep the direction \(+x\): the identity, the half-turn \((x,-y,-z)\), and the mirrors \((x,z,y)\) and \((x,-z,-y)\). The envelope is unchanged by them, because it is round about the \(x\) axis. The Bloch function must be examined separately, since it could change sign.

This was tested with a local pseudopotential for silicon, with form factors \(-0.21\), 0.04 and 0.08 Ry, lattice constant 0.543 nm, and a wavevector 0.85 of the way from the zone centre to the zone boundary. The overlap of the lowest conduction state with its image is 1 for each of the four operations. The valley state is therefore unchanged by all four.

The other five states can now be defined by

\[
|R\,v\rangle=R\,|v\rangle ,
\]

where \(R\) is a symmetry operation and \(v\) a valley direction. If two operations carry \(+x\) to the same valley, they differ by one of the four operations above, so they give the same state, including its phase. This convention gives the signs of \(V_g\) and \(V_f\) a meaning.

Since \(H\) commutes with every \(R\),

\[
\langle Rv|H|Rw\rangle=\langle v|H|w\rangle .
\]

Matrix elements can differ only if no operation carries one pair of valleys into the other. There are three classes of pairs.

1. All diagonal elements are equal, because some operation carries \(+x\) to any other valley. Their value is \(E_0\).
2. All opposite pairs are equivalent, because an operation that carries \(+x\) to \(v\) also carries \(-x\) to \(-v\). Their element is \(V_g\).
3. With \(+x\) held fixed, the half-turn carries \(+y\) to \(-y\), and the two mirrors carry \(+y\) to \(+z\) and to \(-z\). All perpendicular pairs are therefore equivalent, with element \(V_f\).

The couplings are real. The half-turn \((-x,-y,z)\) exchanges \(+x\) and \(-x\), so \(\langle{+x}|H|{-x}\rangle=\langle{-x}|H|{+x}\rangle\). Hermiticity says that these two numbers are complex conjugates, so each is real. The mirror \((y,x,z)\) exchanges \(+x\) and \(+y\) and gives the same result for \(V_f\).

In the order \(+x,-x,+y,-y,+z,-z\), the Hamiltonian is

\[
H=\begin{pmatrix}
E_0&V_g&V_f&V_f&V_f&V_f\\
V_g&E_0&V_f&V_f&V_f&V_f\\
V_f&V_f&E_0&V_g&V_f&V_f\\
V_f&V_f&V_g&E_0&V_f&V_f\\
V_f&V_f&V_f&V_f&E_0&V_g\\
V_f&V_f&V_f&V_f&V_g&E_0
\end{pmatrix}.
\]

This matrix assumes orthonormal valley states. If the original states overlap, with overlap matrix \(S\) and Hamiltonian matrix \(H_{\rm raw}\), the equation to solve is \(H_{\rm raw}c=ES\,c\). Put \(c=S^{-1/2}c'\) and multiply from the left by \(S^{-1/2}\):

\[
S^{-1/2}H_{\rm raw}S^{-1/2}c'=E\,c'.
\]

The overlaps obey the same symmetry as the Hamiltonian, so \(S\) and \(S^{-1/2}\) commute with all the valley permutations. The transformed Hamiltonian does too, and hence has the form above. The constants found below belong to these orthonormalised states.

### (b) Levels and inversion

First take equal amplitudes, \(c=(1,1,1,1,1,1)\). Each row contains one diagonal element, one opposite coupling and four perpendicular couplings, so

\[
E_{A1}=E_0+V_g+4V_f .
\]

This state is unchanged by every operation, which is what the label A1 means.

Next take an odd pair, \(c=(1,-1,0,0,0,0)\). The first row of \(Hc\) gives \(E_0-V_g\), and the second gives \(V_g-E_0=-(E_0-V_g)\). Each of the other rows gives \(V_f-V_f=0\). The vector is an eigenvector, and there is one like it for each axis:

\[
E_{T2}=E_0-V_g .
\]

These three states transform like the coordinates \(x,y,z\), which form the representation T2 of the tetrahedral group.

Last take \(c=(a,a,b,b,d,d)\) with \(a+b+d=0\). The first row gives

\[
(E_0+V_g)a+2V_f(b+d)=(E_0+V_g)a-2V_fa ,
\]

because \(b+d=-a\). The other rows follow in the same way, so

\[
E_E=E_0+V_g-2V_f .
\]

One condition on three amplitudes leaves two independent states. The count is \(1+3+2=6\), so the set is complete.

To invert, subtract the E level from the A1 level. Both \(E_0\) and \(V_g\) cancel:

\[
E_{A1}-E_E=6V_f
\quad\Longrightarrow\quad
V_f=\frac{E_{A1}-E_E}{6}.
\]

Now form the combination in which \(V_f\) cancels:

\[
\frac{E_{A1}+2E_E}{3}
=\frac{3E_0+3V_g+4V_f-4V_f}{3}
=E_0+V_g .
\]

The T2 level supplies \(E_0-V_g\). Half the sum and half the difference of these two quantities are

\[
E_0=\frac{E_{A1}+3E_{T2}+2E_E}{6},\qquad
V_g=\frac{E_{A1}-3E_{T2}+2E_E}{6}.
\]

The first formula also follows from the trace: the diagonal elements add up to \(6E_0\), and the six eigenvalues have the same sum. The unsplit energy is thus the mean of the levels weighted by their degeneracies.

Two limits show what each coupling does. If \(V_f=0\), the three axes are independent and each gives an even state at \(E_0+V_g\) and an odd one at \(E_0-V_g\); A1 and E then coincide. If \(V_f=V_g=V\), A1 lies at \(E_0+5V\), while T2 and E coincide at \(E_0-V\). In general,

\[
E_E-E_{T2}=2(V_g-V_f),
\]

so the small gap between T2 and E measures the difference of the two couplings.

### (c) Values for phosphorus

The perpendicular coupling is

\[
V_f=\frac{-45.6+32.6}{6}=\frac{-13.0}{6}=-2.17\ \text{meV}.
\]

For the other two constants,

\[
E_0+V_g=\frac{-45.6-65.2}{3}=-36.93\ \text{meV},\qquad
E_0-V_g=-33.9\ \text{meV},
\]

\[
E_0=\frac{-36.93-33.9}{2}=-35.42\ \text{meV},\qquad
V_g=\frac{-36.93+33.9}{2}=-1.52\ \text{meV}.
\]

The unsplit level therefore lies 35.42 meV below the conduction edge. The unweighted mean of the three levels would be \(-37.37\) meV, which is too deep because it gives the single A1 state the same weight as the three T2 states.

Diagonalising \(H\) with the unrounded constants returns the given levels with degeneracies 1, 3 and 2. In a separate test, \(H\) was assembled from the given energies and the symmetry projectors of A1, T2 and E, without the inversion formulas. Its matrix elements agree with the three constants.

Each input is rounded to 0.1 meV and may be wrong by 0.05 meV. In the worst case the errors add with the absolute values of their coefficients:

\[
|\delta E_0|\le\frac{1+3+2}{6}(0.05)=0.05\ \text{meV},\qquad
|\delta V_g|\le0.05\ \text{meV},
\]

\[
|\delta V_f|\le\frac{1+1}{6}(0.05)=0.017\ \text{meV}.
\]

An error in the position of the conduction edge acts differently, since it moves all three levels by the same amount. It moves \(E_0\) by that amount and leaves both couplings unchanged, because the coefficients in \(V_g\) and in \(V_f\) add to zero.

Both couplings are negative, so equal phases lower the energy. The value at the donor nucleus helps to explain why A1 is the deepest level. The operations leave the origin in place, so all six valley functions have the same value there. In A1 these values add. In T2 and E the amplitudes sum to zero, so the wavefunction vanishes at the nucleus. An attraction confined to the immediate neighbourhood of the nucleus therefore acts mainly on A1.

### (d) The meaning of the unsplit energy

The donor core does two things. It couples different valleys, and it also shifts the energy of each valley by itself. The second effect is part of \(E_0\). To see its size, consider one valley with a screened Coulomb attraction and no special core potential:

\[
\left[-\frac{\hbar^2}{2m_t}\left(\partial_x^2+\partial_y^2\right)
-\frac{\hbar^2}{2m_l}\partial_z^2
-\frac{e^2}{4\pi\epsilon_0\epsilon_r r}\right]F=E\,F .
\]

Here \(z\) is the valley axis. Rough values for silicon are \(m_t=0.19\,m_0\), \(m_l=0.92\,m_0\) and \(\epsilon_r=11.4\). A variational solution in a Gaussian basis gives a ground level at \(-31.23\) meV. Going from a smaller basis to the final one changed it by \(-0.0015\) meV, so the basis is not what limits this number.

The unsplit energy is lower than this level:

\[
E_0-E_1=-35.42+31.23=-4.19\ \text{meV}.
\]

Hence \(E_0\) is not the effective-mass level of this model. The difference depends on the permittivity. If all lengths are scaled in proportion to \(\epsilon_r\), both the kinetic and the Coulomb energy scale as \(1/\epsilon_r^2\), and so do the levels. With \(\epsilon_r=11.7\) and the masses held fixed, the ground level moves to \(-29.65\) meV and the difference becomes \(-5.77\) meV. A shift of roughly 4 to 6 meV is all that these two choices support. The couplings \(V_g\) and \(V_f\) do not depend on this choice, because they come from the given levels alone.

The six-state Hamiltonian also hides the higher donor states. Their influence is folded into its constants, which are therefore effective constants and not matrix elements of the core potential between unperturbed 1s states. An estimate for A1 treats the core as a contact potential of strength \(W\). Its matrix element between envelopes \(F_m\) and \(F_n\) is \(WF_m(0)F_n(0)\), with real envelopes. The first-order shift of the ground state is \(\Delta=WF_1(0)^2\), so its coupling to the next even state is

\[
WF_1(0)F_2(0)=\Delta\,\frac{F_2(0)}{F_1(0)} .
\]

Second-order perturbation theory then gives

\[
\delta_2=-\frac{\Delta^2\,[F_2(0)/F_1(0)]^2}{E_2-E_1}.
\]

For \(\epsilon_r=11.4\) the next even level is \(E_2=-8.86\) meV and the squared ratio is 0.119. Taking the whole displacement of A1 for \(\Delta\), \(-45.6+31.23=-14.37\) meV, we find

\[
\delta_2=-\frac{(14.37)^2(0.119)}{22.37}=-1.10\ \text{meV}.
\]

If this shift belongs to A1 alone, the inversion formulas assign one sixth of it, \(-0.18\) meV, to each of \(E_0\), \(V_g\) and \(V_f\). For this permittivity and a contact core, these numbers are upper limits on the size of the next state's contribution; with \(\epsilon_r=11.7\) the limit for A1 rises to about 1.4 meV. For an attractive core the first-order energy lies above the exact one, so the true \(|\Delta|\) is smaller than the whole displacement of 14.37 meV, which already includes the lowering by higher states. The result should not be subtracted as a correction, and it covers the next state only. For a contact potential the second-order sum over all higher states diverges. A core of finite range makes the sum finite, but it can still be more than ten times the single term. The estimate therefore limits the part played by the next state, but does not show whether that part exceeds the rounding error. Nor does it give the full difference between the effective constants and first-order matrix elements.

### (e) Strain and temperature

**Strain.** Let strain raise the \(z\) valleys by \(D\) relative to the other four. With a rough deformation potential of 9 eV,

\[
D=(9000\ \text{meV})(10^{-4})=0.90\ \text{meV}.
\]

Keep the mean valley energy fixed and use it as the energy zero. The \(z\) valleys then move by \(+2D/3=+0.60\) meV and the others by \(-D/3=-0.30\) meV.

An odd pair lives on one axis and moves with it. The T2 level splits into

\[
-33.9-0.30=-34.20\ \text{meV (two states)},\qquad
-33.9+0.60=-33.30\ \text{meV}.
\]

The E state with opposite amplitudes on the \(x\) and \(y\) axes and none on \(z\) moves to \(-32.6-0.30=-32.90\) meV. The other E state has amplitudes in the ratio \(-1:-1:2\) on the three axes, hence weights \(1/6,1/6,2/3\). Its first-order shift is

\[
\frac13\left(-\frac D3\right)+\frac23\left(\frac{2D}{3}\right)=\frac D3=0.30\ \text{meV}.
\]

The A1 state has weight \(1/3\) on each axis, so its first-order shift is \(\tfrac23(-D/3)+\tfrac13(2D/3)=0\). Strain couples A1 to this last E state. With normalised axis amplitudes \((1,1,1)/\sqrt3\) and \((-1,-1,2)/\sqrt6\), the coupling is

\[
\frac{1}{\sqrt{18}}\left(\frac D3+\frac D3+\frac{4D}{3}\right)
=\frac{\sqrt2}{3}D=0.42\ \text{meV}.
\]

The square of the coupling is \(2D^2/9=0.18\) meV\(^2\), and the two levels are \(-32.30+45.60=13.3\) meV apart, so they repel by about \(0.18/13.3=0.014\) meV. Diagonalisation gives \(-45.614\) meV for A1 and \(-32.286\) meV for the upper E state, in agreement with this estimate.

The largest shift, 0.60 meV, is nearly half of the unstrained gap of 1.3 meV between T2 and E. The nearest T2 and E states are now only 0.40 meV apart. For this sign of strain they cross when \(-33.9+2D/3=-32.6-D/3\), that is, at \(D=1.3\) meV, or a strain difference of about \(1.4\times10^{-4}\) with the same deformation potential.

Five distinct levels cannot be inserted into formulas made for three. The mean of all six still gives \(E_0\), provided that energies are measured from the mean valley energy, because the strain term has zero trace. The lowest strained valleys lie at \(-D/3\) on that scale, so energies measured from them are larger by \(D/3\), and \(D/3\) must be subtracted from each before the mean is taken.

**Temperature.** Consider neutral donors in the unstrained layer and count only their 1s states. The spin factor is common to all of them and cancels. The share in A1 is

\[
p_{A1}=\frac{1}{1+3e^{-11.7\,\text{meV}/k_BT}+2e^{-13.0\,\text{meV}/k_BT}} .
\]

At 77 K, \(k_BT=6.64\) meV and

\[
p_{A1}=\frac{1}{1+0.515+0.282}\approx0.56 .
\]

The same formula gives 99.6 % at 20 K and 24 % at 300 K. As the temperature rises, it tends to \(1/6\), one state out of six. At 20 K, counting only the A1 state misses less than half a percent of the neutral donors; at 77 K it misses almost half of them. Higher bound states are not counted here. With the levels of the effective-mass model of part (d), the 24 excited states bound by more than 6 meV lower the 77 K share from 0.56 to 0.53, and including all states bound by more than 1 meV lowers it to about 0.42. The Coulomb series of an isolated donor has infinitely many levels, so this sum has no limit of its own; in a real layer it is cut off by neighbouring donors and free carriers. The 77 K value is therefore a share within the 1s states only. At 20 K the same excited states change the share by less than 0.1 %. The shares say nothing about how many donors are ionised. At 300 K, where \(k_BT=25.85\) meV is comparable with the binding energies, higher bound states and ionisation have to be included before the result is used for a device.

### Use for real layers

The masses, permittivity and deformation potential are rough values in the range used for silicon, and the strain is a chosen example. The inversion applies to isolated phosphorus on lattice sites. A phosphorus atom paired with a vacancy has lower symmetry, and three constants need not suffice. Close donors also interact, which this model leaves out and does not size. Of the effects estimated here, strain breaks the assumed symmetry: even \(10^{-4}\) moves individual levels by up to 0.60 meV, twelve times the 0.05 meV rounding uncertainty of an input. If single lines are taken as the three levels, the strain must therefore be well below this value for the couplings to be trusted to a few hundredths of a meV. If the split lines are resolved, the mean of the three T2 states and the mean of the two E states can be used instead, since the first-order strain shifts cancel in each mean. This works only for small strain, because the repulsion between A1 and E remains and grows as the square of the strain. It changes \(V_f\) by about 0.003 meV at a strain difference of \(10^{-4}\) and by about 0.03 meV at \(3\times10^{-4}\). At the larger strain T2 and E states have already crossed, so the lines must be assigned by symmetry and not by their order in energy. The printed values are collected in the numerical output below.

## Computed results

```
Input A1 level: -45.6 meV
Input T2 level: -33.9 meV
Input E level: -32.6 meV
Independent symmetry constants: 3
Bloch-state symmetry character: 1.000000
A1 minus E: -13.0 meV
E0 + Vg: -36.9333 meV
E0: -35.4167 meV; rounding bound 0.0500 meV
Vg: -1.5167 meV; rounding bound 0.0500 meV
Vf: -2.1667 meV; rounding bound 0.0167 meV
Unweighted mean of three levels: -37.3667 meV
Reconstructed six levels: [-45.6 -33.9 -33.9 -33.9 -32.6 -32.6] meV
Transverse mass: 0.19 m0; longitudinal mass: 0.92 m0
Relative permittivity: 11.4
Effective-mass ground level: -31.23 meV
Basis shift of ground level: -0.0015 meV
Effective-mass next even level: -8.86 meV
Ground level at permittivity 11.7: -29.65 meV
E0 minus effective-mass level: -4.19 meV
Same difference at permittivity 11.7: -5.77 meV
A1 minus effective-mass level: -14.37 meV
Contact-density ratio, next/ground: 0.119
Estimated A1 mixing shift: -1.10 meV
One sixth of mixing shift: -0.18 meV
Deformation potential: 9.0 eV
Strain difference: 1.0e-04
Relative valley shift: 0.90 meV
Strained six levels: [-45.614 -34.2   -34.2   -33.3   -32.9   -32.286] meV
Largest ordered-level change: 0.600 meV
Unstrained E minus T2: 1.3 meV
At 20 K: kT = 1.72 meV; A1 share = 99.56 %
At 77 K: kT = 6.64 meV; A1 share = 55.67 %
At 300 K: kT = 25.85 meV; A1 share = 24.29 %
```
